# Switchable Normal Polarisation of a 3R Bilayer from Stacking Symmetry

If the normal dipole of a layered crystal were the sum of the dipoles of its isolated layers, no stack of 1H monolayers MX$_2$ could be polar along its normal. Each layer contributes zero, and a reversible potential step across a bilayer would need another cause, such as traps or contacts. The sum fails because a neighbouring layer removes the symmetry that forbids the dipole. Lack of inversion is no sufficient guide either: the monolayer has no inversion centre, yet it has no normal dipole. What decides is whether some operation reverses the normal and leaves the whole structure unchanged.

## Monolayer and bilayer

Let $z$ be the upward normal. A 1H monolayer has a plane of M atoms midway between two equal X planes, and its point group is $D_{3h}=C_{3v}\times\{1,\sigma_h\}$. The mirror $\sigma_h$ sends $z$ to $-z$ and maps the layer onto itself, so its normal dipole $p$ obeys
$$p=-p\quad\Rightarrow\quad p=0. \tag{1}$$
The layer is taken to be neutral, so that $p$ does not depend on the origin, and nonmagnetic. If the two X faces differ, $\sigma_h$ is lost and (1) no longer follows.

The in-plane lattice $\Lambda$ is generated by
$$\mathbf a_1=(a,0),\qquad \mathbf a_2=\left(\tfrac a2,\tfrac{\sqrt3a}{2}\right),\qquad A=\tfrac{\sqrt3}{2}a^2, \tag{2}$$
with $A$ the cell area. The in-plane projection of the M to X bond points along $+y$, so $x\to-x$ is one of the three mirrors in $C_{3v}$.

Place a second layer of the same orientation above the first, displaced in plane by $\mathbf s$, and call the bilayer $B(\mathbf s)$. Let $P(\mathbf s)$ be its normal dipole per area at zero field, in an insulating state that does not itself break the symmetry of the structure. Clearly $P(\mathbf s+\mathbf R)=P(\mathbf s)$ for $\mathbf R\in\Lambda$.

An operation $r\in C_{3v}$ that keeps $z$ turns $B(\mathbf s)$ into $B(r\mathbf s)$. Now combine $r$ with $z\to-z$ and an in-plane translation $\boldsymbol\tau$. The lower layer, at $\mathbf 0$, becomes the upper layer at $\boldsymbol\tau$. The upper layer, at $\mathbf s$, becomes the lower layer at $r\mathbf s+\boldsymbol\tau$. The new shift, upper minus lower, is
$$\boldsymbol\tau-(r\mathbf s+\boldsymbol\tau)=-r\mathbf s. \tag{3}$$
The first operation preserves the normal dipole and the second reverses it, hence
$$P(r\mathbf s)=P(\mathbf s),\qquad P(-\mathbf s)=-P(\mathbf s). \tag{4}$$
Energy is unchanged by either operation, so $E(-\mathbf s)=E(\mathbf s)$. Relaxation of the atoms does not alter these rules, provided that mirror-related shifts relax to mirror-related structures.

## Which shifts may be polar

Symmetry forces $P(\mathbf s)=0$ if and only if an operation of type (3) returns the same bilayer:
$$r\mathbf s+\mathbf s\in\Lambda\quad\text{for some }r\in C_{3v}. \tag{5}$$

For the identity, (5) reads $2\mathbf s\in\Lambda$. The solutions in one cell are $\mathbf 0$ and the half vectors $\mathbf a_1/2$, $\mathbf a_2/2$, $(\mathbf a_1+\mathbf a_2)/2$.

For a threefold rotation $c$, write $\equiv$ for equality up to a lattice vector. Then $c\mathbf s\equiv-\mathbf s$ gives $c^2\mathbf s\equiv\mathbf s$ and $c^3\mathbf s\equiv-\mathbf s$. Since $c^3=1$, again $2\mathbf s\in\Lambda$, and therefore $c\mathbf s\equiv\mathbf s$. The rotation permutes the three half vectors, so just $\mathbf s\equiv\mathbf 0$ survives.

For the mirror $x\to-x$, $r\mathbf s+\mathbf s=(0,2s_y)$. A lattice vector $m\mathbf a_1+n\mathbf a_2$ has zero $x$ component when $n=-2m$; its length is then a multiple of $\sqrt3a$. Thus
$$s_y=\frac{\sqrt3a}{2}\,n,\qquad n\ \text{integer}. \tag{6}$$
These lines are the lattice rows parallel to $\mathbf a_1$. The other two mirrors give the rows parallel to $\mathbf a_2$ and $\mathbf a_1-\mathbf a_2$. With $\mathbf s=u\mathbf a_1+v\mathbf a_2$, the nonpolar shifts are those for which $u$, $v$ or $u+v$ is an integer. They include the isolated solutions found above.

The rows divide the plane into triangles. One has corners $\mathbf 0$, $\mathbf a_2$ and $\mathbf a_2-\mathbf a_1$, and its centre is
$$\mathbf s_0=\left(0,\frac{a}{\sqrt3}\right). \tag{7}$$
This is a 3R registry, with an upper M above a lower X. The other, $-\mathbf s_0$, has an upper X above a lower M. Neither lies on a row, so (5) fails and a dipole is allowed. Every $r\in C_{3v}$ changes $\mathbf s_0$ by a lattice vector at most, so the point group is $C_{3v}$. By (4),
$$P(-\mathbf s_0)=-P(\mathbf s_0)\equiv-P_0,\qquad E(-\mathbf s_0)=E(\mathbf s_0). \tag{8}$$

The two states are joined by a slide, with no rotation of a layer. Adding $2\mathbf a_2-\mathbf a_1=(0,\sqrt3a)$ to $-\mathbf s_0$ gives the equivalent shift $(0,2a/\sqrt3)$. The straight path from $\mathbf s_0$ to this point has length $a/\sqrt3$ and crosses a row at $(0,\sqrt3a/2)$, which is equivalent to $\mathbf a_1/2$. Any other path between the two kinds of triangle must also cross a row, where $P=0$.

A search over atomic coordinates agrees. It finds six operations keeping $z$ and none reversing it at 3R, six of each for aligned layers, and two of each at the crossing point. On a $12\times12$ grid of shifts, 34 are nonpolar, as the rows require: $3\times12-2=34$, the origin being shared by three rows.

Parallel orientation is essential. If the upper layer is turned by $180^\circ$, inversion exchanges the two orientations. Inversion followed by translation $\boldsymbol\tau$ sends the lower layer to an upper one at $\boldsymbol\tau$, and the upper layer to a lower one at $-\mathbf s+\boldsymbol\tau$. The choice $\boldsymbol\tau=\mathbf s$ restores the bilayer for every $\mathbf s$. Antiparallel bilayers therefore have $P=0$ at all shifts.

## A microscopic test

Symmetry permits $P_0$ but gives neither its size nor its sign. A tight-binding bilayer with one orbital per atom, distance-dependent hopping and filled X bands shows that nothing further forbids it. The monolayer dipole vanishes to rounding error, while an energy difference of 1 eV between its X faces produces $6.2\times10^{-3}\,e\,$nm. The 3R bilayers give
$$p(\pm\mathbf s_0)=\pm7.75\times10^{-6}\,e\,\text{nm per cell}, \tag{9}$$
and the antiparallel dipoles vanish to rounding error at the shifts tried.

The positive sign at $+\mathbf s_0$ means that electrons are displaced downward. A picture in which electrons merely leak from the lower X into the empty M orbital above it would give the opposite sign. The calculation does not isolate the cause, and the sign should not be carried over to a material. Self-consistent electrostatics and the true orbitals are absent.

## How a field selects a state

Let $\mathcal E=D/\varepsilon_0$, where $D$ is the normal displacement set by the gates. Reflection reverses both shift and field, so the energy per cell obeys
$$F(\mathbf s,\mathcal E)=F(-\mathbf s,-\mathcal E). \tag{10}$$
For small fields,
$$F=E(\mathbf s)-AP(\mathbf s)\mathcal E-\tfrac12\alpha(\mathbf s)\mathcal E^2+O(\mathcal E^3). \tag{11}$$
Equation (10) requires $\alpha(-\mathbf s)=\alpha(\mathbf s)$. The quadratic terms cancel between the two 3R states:
$$F(\mathbf s_0,\mathcal E)-F(-\mathbf s_0,\mathcal E)=-2AP_0\mathcal E+O(\mathcal E^3). \tag{12}$$
Reversing the field thus reverses the preferred stacking. In the tight-binding bilayer at 0.01 V/nm, (9) and (12) predict $-2(7.75\times10^{-6})(0.01)=-1.55\times10^{-7}$ eV, which is the difference found.

Here "switchable" means two opposite, degenerate states that a field can split. The rate of switching needs an energy landscape.

## Barrier and uniform switching

Take the reciprocal vectors $\mathbf G_1=(0,-G)$ and its rotations by $\pm120^\circ$, with $G=4\pi/(\sqrt3a)$, and set $\theta_j=\mathbf G_j\cdot\mathbf s$. The lowest nonconstant harmonics allowed by (4) are
$$E=E_1\sum_{j=1}^3\cos\theta_j,\qquad P=\frac{2P_0}{3\sqrt3}\sum_{j=1}^3\sin\theta_j. \tag{13}$$
At $\mathbf s_0$ each $\theta_j$ is $2\pi/3$ modulo $2\pi$, so the sines add to $3\sqrt3/2$ and $P=P_0$. Because $\sum_j\theta_j=0$, combining the first two sines and writing $\sin\theta_3=2\sin(\theta_3/2)\cos(\theta_3/2)$ gives
$$\sum_j\sin\theta_j=2\sin\frac{\theta_3}{2}\left[\cos\frac{\theta_1+\theta_2}{2}-\cos\frac{\theta_1-\theta_2}{2}\right]=-4\prod_j\sin\frac{\theta_j}{2}. \tag{14}$$
This vanishes on the lattice rows and nowhere else. Along the $y$ axis, the tight-binding dipole departs from (13) by no more than about 0.5% of its value at $\mathbf s_0$.

The cosine sum is $3$ for aligned layers, $-\tfrac32$ at 3R and $1-1-1=-1$ at the crossing point. With $E_1>0$, 3R is stable, the slide barrier is $E_1/2$ per cell, and aligned layers lie $9E_1/2$ above 3R.

A normal field does not push a uniform 3R bilayer sideways: the gradient of $P$ at $\pm\mathbf s_0$ is an in-plane vector unchanged by a threefold rotation, hence zero. Uniform reversal without thermal help therefore requires the curvature to vanish. Use
$$\sum_j\mathbf G_j\mathbf G_j^{T}=\tfrac32G^2\,\mathbb 1. \tag{15}$$
At $-\mathbf s_0$, $\cos\theta_j=-\tfrac12$ and $\sin\theta_j=-\tfrac{\sqrt3}{2}$. The second derivatives of $E$ are $\tfrac34E_1G^2\mathbb 1$, and those of $P$ are $\tfrac12P_0G^2\mathbb 1$. For $F=E-AP\mathcal E$,
$$\nabla\nabla F=\left(\tfrac34E_1-\tfrac12AP_0\mathcal E\right)G^2\mathbb 1,\qquad \mathcal E_c=\frac{3E_1}{2AP_0}. \tag{16}$$

## Domain walls and nucleation

Reversal can instead proceed by motion of a wall between the two stackings. Let the relative slip be parallel to the wall and shared equally, $\pm s/2$, by two flat, otherwise free layers of shear modulus $\mu$. Their elastic energy per area is $2\times\tfrac12\mu(s'/2)^2=\tfrac12Ks'^2$, with $K=\mu/2$. The prime denotes the derivative across the wall.

On the $y$ path put $\varphi=Gy/2$. Then $\theta_1=-2\varphi$ and $\theta_2=\theta_3=\varphi$, so the stacking energy per area above 3R is
$$V=\frac{E_1}{A}\left(\cos2\varphi+2\cos\varphi+\tfrac32\right)=\frac{2E_1}{A}\left(\cos\varphi+\tfrac12\right)^2. \tag{17}$$
Completing the square gives
$$\tfrac12Ks'^2+V=\tfrac12\left(\sqrt K\,s'-\sqrt{2V}\right)^2+\sqrt{2KV}\,s'. \tag{18}$$
The minimum has $s'=\sqrt{2V/K}$. With $ds=2\,d\varphi/G$ and $\cos\varphi\le-\tfrac12$ along the path, the wall energy per length is
$$\gamma=\frac4G\sqrt{\frac{KE_1}{A}}\int_{2\pi/3}^{4\pi/3}\left(-\cos\varphi-\tfrac12\right)d\varphi=\frac{\sqrt3a}{\pi}\left(\sqrt3-\frac\pi3\right)\sqrt{\frac{KE_1}{A}}. \tag{19}$$
At the centre $V=E_1/(2A)$. Dividing the slip $a/\sqrt3$ by the slope there defines a width $w=a\sqrt{KA/(3E_1)}$.

A disc of favoured stacking with radius $R\gg w$ costs
$$W(R)=2\pi R\gamma-2\pi R^2P_0\mathcal E. \tag{20}$$
Setting $dW/dR=0$ gives the critical radius and barrier
$$R_*=\frac{\gamma}{2P_0\mathcal E},\qquad W_*=\frac{\pi\gamma^2}{2P_0\mathcal E}. \tag{21}$$
Using the shear-wall energy around the whole disc underestimates the elastic cost for flat layers, since parts of the wall also require stretching. Layers free to bend can relieve that stretching, and for them (19) is not a lower bound on the wall energy.

## Example in the regime of 3R MoS$_2$

Take $a=0.32$ nm, $P_0=0.50$ pC/m, $E_1=16$ meV, $\mu=50$ N/m per layer and thickness $t=1.2$ nm. These are round values in the rough regime of a 3R MoS$_2$ bilayer. The single harmonic with this $E_1$ is soft: its curvature at 3R gives an interlayer shear frequency of about 14 cm$^{-1}$, against roughly 22 cm$^{-1}$ in the material, so the barrier, $\mathcal E_c$ and $\gamma$ below are likely to be low estimates for flat layers. The spacers resemble boron nitride, with permittivity 3.5 and a rough breakdown field of 10 MV/cm. Their working field is 1 MV/cm, so $\mathcal E=3.5$ MV/cm.

The cell area is 0.0887 nm$^2$ and $AP_0=2.77\times10^{-4}\,e\,$nm, about 36 times the test-bed value (9). Dividing $P_0$ by $t$ gives 0.042 $\mu$C/cm$^2$. To find the potential step, integrate Poisson's equation $\phi''=-\rho/\varepsilon_0$ by parts at $D=0$, with $\phi'=0$ on both sides:
$$\Delta\phi=\int\phi'\,dz=-\int z\phi''\,dz=\frac{P_0}{\varepsilon_0}=56\ \text{mV}. \tag{22}$$

The slide barrier is 8 meV per cell. The working field splits the states by $2(2.77\times10^{-4})(0.35)$ eV $=0.19$ meV per cell. Equation (16) gives
$$\mathcal E_c=\frac{3(0.016)}{2(2.77\times10^{-4})}\ \text{V/nm}\approx870\ \text{MV/cm}, \tag{23}$$
or about 250 MV/cm inside the spacer, 25 times its breakdown field. The linear coupling cannot be trusted at such a field, so the number is only an extrapolation. At spacer breakdown, (16) lowers the curvature by just 4%, so within this model the spacer fails long before uniform reversal.

Nucleation in a perfect region fares no better. Equation (19) gives $\gamma=0.64$ eV/nm, with $w=5.4$ nm. The driving energy is $0.194\ \text{meV}/0.0887\ \text{nm}^2=2.2\times10^{-3}$ eV/nm$^2$, so $R_*\approx290$ nm and $W_*\approx590$ eV. Even at spacer breakdown, $R_*\approx29$ nm and $W_*\approx59$ eV, against a thermal energy of 0.026 eV at 300 K. Within this model, reversal needs existing walls, or edges and defects that supply them. A wall that sweeps $100\times100$ nm$^2$ at the working field gains about 22 eV; whether it moves depends on pinning, which is not calculated.

## Neglected effects and real devices

Thermal motion changes the local shift. With stacking stiffness $\kappa=3E_1G^2/(4A)$ per area, equipartition gives the variance of each component:
$$\sigma^2=\int_{q<q_D}\frac{d^2q}{(2\pi)^2}\frac{k_BT}{Kq^2+\kappa}=\frac{k_BT}{4\pi K}\ln\left(1+\frac{Kq_D^2}{\kappa}\right),\qquad q_D^2=\frac{4\pi}{A}. \tag{24}$$
The cutoff allows one mode per cell and component. For flat layers, using the shear stiffness $K$ for every wave overestimates $\sigma$, since waves that stretch the layers are stiffer. Layers that bend together by $h$ acquire an extra slip equal to their spacing times $\nabla h$, which softens those waves, so (24) is then no upper bound. A Gaussian average multiplies each sine in (13) by $e^{-G^2\sigma^2/2}$. At 300 K, (24) gives $\sigma=8.7$ pm and the factor is 0.98. Although $k_BT$ exceeds the barrier per cell, elasticity prevents cells from hopping independently.

At the working field the induced dipole is larger than the permanent one. For normal permittivity $\varepsilon=6$ it is
$$P_{\rm ind}=\varepsilon_0\mathcal E\,t\left(1-\frac1\varepsilon\right)=3.1\ \text{pC/m}, \tag{25}$$
or $6.2P_0$. In the working field the total dipole is about 3.6 pC/m in the favoured state and 2.6 pC/m in the other; both point along the field. The sign reversal belongs to the remanent dipole at zero field. By (12), the linear induced response favours neither state.

A real device can break the assumption of an empty, symmetric insulator. Free carriers can redistribute between the layers, whose centres are about $d=0.62$ nm apart. Without screening, moving $P_0/(ed)\approx5\times10^{11}$ electrons per cm$^2$ from one layer to the other changes the dipole by $P_0$; screening by the bound electrons raises the number needed. Unequal layers or surroundings invalidate the exchange behind (4). The dipole then acquires a part even in $\mathbf s$ that sliding between $\pm\mathbf s_0$ does not reverse, and the two states need no longer be degenerate. At spacer breakdown the voltage across the whole thickness would be 0.70 V, and that between the layer centres $3.5\times0.62/6\approx0.36$ V. This is a sizeable fraction of a gap of 1.2 eV or more (1.2 eV is close to the bulk value, and the bilayer gap is larger), so the weak-field expansion (11) should not be taken for granted there.

## Table of computed values

```
SYMMETRY SEARCH (operations keeping z, reversing z)
  aligned registry: 6, 6
  3R registry: 6, 0
  saddle registry: 2, 2
  nonpolar shifts on grid: 34 of 144
TIGHT-BINDING TEST BED
  M level above X level: 5.0 eV; hop range 0.07 nm
  X half-height 0.156 nm; layer distance 0.62 nm
  gap at s0: 4.61 eV
  monolayer dipole magnitude: 1.7e-17 e nm
  monolayer with X faces 1 eV apart: 6.173e-03 e nm
  dipole at +s0 (upper M over lower X): 7.7493e-06 e nm
  dipole at -s0 (upper X over lower M): -7.7493e-06 e nm
  largest antiparallel dipole: 2.8e-16 e nm
  E(+s0)-E(-s0) at 0.01 V/nm: -1.5499e-07 eV
  largest error of first harmonic / dipole at s0: 0.005
EXAMPLE INPUTS (round values)
  a = 0.32 nm; P0 = 0.50 pC/m; E1 = 16 meV per cell
  thickness 1.2 nm; normal permittivity 6
  shear modulus per layer 50 N/m; T = 300 K
  spacer permittivity 3.5; spacer field 1 MV/cm
  rough spacer breakdown 10 MV/cm; rough gap 1.2 eV
EXAMPLE RESULTS
  cell area: 0.08868 nm^2; |s0| = 0.1848 nm
  dipole per cell: 2.768e-04 e nm
  polarisation per volume: 0.0417 uC/cm^2
  potential step: 56.5 mV
  slide barrier: 8.0 meV per cell
  aligned registry above 3R: 72.0 meV per cell
  vacuum-equivalent field: 3.50 MV/cm
  splitting of the two states: 0.1937 meV per cell
  uniform switching field D/eps0: 867 MV/cm
  same, inside spacer: 248 MV/cm
  ratio to spacer breakdown: 24.8
  wall energy: 0.641 eV/nm; wall width: 5.43 nm
  critical radius at working field: 293 nm
  nucleation barrier at working field: 591 eV
  critical radius at spacer breakdown: 29.3 nm
  nucleation barrier at spacer breakdown: 59.1 eV
  thermal energy: 25.85 meV
NEGLECTED EFFECTS
  induced dipole at working field: 3.10 pC/m
  induced / permanent dipole: 6.20
  rms thermal shift per component: 8.72 pm
  thermal reduction factor of P: 0.9807
  voltage drop in bilayer at spacer breakdown: 0.70 V
  that drop / rough gap: 0.58
```
